# Why mildly endothermic ligand exchange nearly completes in a flow reactor

An endothermic ligand exchange on a growing film can reach 99% conversion because the by-product leaves as a gas and is then swept away. The two facts do different jobs. Take

$$\mathrm{TiCl_4(g)+OH(s)\rightleftharpoons OTiCl_3(s)+HCl(g)} .$$

One gas molecule is bound and one is released. The entropy of the HCl therefore does not drive this step by itself. It repays most of the entropy lost by the precursor, which leaves the equilibrium constant $K$ small but usable. Removing HCl while supplying fresh precursor then carries the conversion upward, at a price. In a stirred reactor the number of precursor molecules fed per surface site to reach a converted fraction $x$ is

$$\boxed{\;\phi=x+\frac{L}{D}+\frac{L-x}{K},\qquad L=-\ln(1-x)\;}$$

where $D$ is the initial forward rate in undepleted precursor divided by the feed rate. The terms are the stoichiometric need, the cost of a slow forward reaction, and the cost of HCl attacking the product. For the example below, with $\Delta H=+0.05$ eV at 573 K, 99% conversion takes about 610 precursors per site and 8 s. A closed vessel would need about 16,000 per site.

## What the by-product entropy does

The gases are taken as ideal, with standard pressure $p^\circ=1$ bar, and $\Delta H$ is the enthalpy at the reactor temperature. For a mode with partition function $q$, the free energy is $-kT\ln q$ and the entropy is $S=\partial(kT\ln q)/\partial T$.

- **Translation.** With $\Lambda=h/\sqrt{2\pi mkT}$, the entropy at fixed pressure, including the indistinguishability of the molecules, is $S/k=\tfrac52+\ln[kT/(p^\circ\Lambda^3)]$.
- **Rotation of HCl.** With $B=h^2/(8\pi^2I)$ and $u=J(J+1)$, the level sum becomes $q=\int_0^\infty e^{-Bu/kT}du=kT/B$, so $S/k=1+\ln(kT/B)$.
- **Rotation of TiCl₄.** The level degeneracy is $(2J+1)^2$ and the symmetry number is 12. Then $q=\frac1{12}\int_0^\infty4J^2e^{-BJ^2/kT}dJ=\frac{\sqrt\pi}{12}(kT/B)^{3/2}$, and $S/k=\tfrac32+\ln q$.
- **Vibration.** With $u=hc\tilde\nu/kT$, $q=1/(1-e^{-u})$ apart from the zero-point factor, which carries no entropy. Hence $S/k=u/(e^u-1)-\ln(1-e^{-u})$.

The modes must balance. TiCl₄ has 15 degrees of freedom and the hydroxyl proton has 3. The products have 6 in HCl and 12 in the bound TiCl₃ group. Six internal modes of TiCl₃ are assumed unchanged and cancel. What remains is

$$\Delta S=S_{\rm HCl}+S_{\rm new}-S_{\rm pre}-S_{\rm lost}.$$

Here $S_{\rm pre}$ is the translation and rotation of the precursor, $S_{\rm new}$ belongs to six new surface modes, and $S_{\rm lost}$ to three modes of the departing chlorine and three of the proton. With rough bond lengths and wavenumbers, listed in the numerical output except for the HCl stretch at 3000 cm⁻¹, multiplication by $T=573$ K gives

$$T\Delta S=1.224+0.696-1.783-0.339=-0.202\ \text{eV}.$$

Without the HCl term the sum would be $-1.426$ eV, so the by-product repays about 86% of the loss. The standard free energy is

$$\Delta G=\Delta H-T\Delta S=0.05+0.202=0.252\ \text{eV}.$$

With $kT=0.0494$ eV, this gives $K=e^{-\Delta G/kT}=6.1\times10^{-3}$. In this model most of the obstacle is entropic, not enthalpic.

A control calculation isolates the role of the gas. Suppose HCl stayed on the surface, its translation and rotation replaced by five vibrations at 100 cm⁻¹, with $\Delta H$ held at 0.05 eV. At a precursor pressure of 0.05 Torr, the equilibrium conversion would be about $10^{-12}$. Flow could not rescue it, because there would be no gaseous product to remove. In reality a retained HCl would also gain binding energy; the comparison leaves that out on purpose.

## Why the gas ratio sets the equilibrium

Let the sites be equal and independent. Mixing converted and unconverted sites adds $kT\ln[x/(1-x)]$ to the free energy of converting one more. A gaseous product contributes $+kT\ln(p/p^\circ)$ and a gaseous reactant $-kT\ln(p/p^\circ)$. At equilibrium

$$0=\Delta G+kT\ln\frac{x}{1-x}+kT\ln\frac{p_{\rm HCl}}{p_{\rm pre}} .$$

The standard pressures have cancelled. Let $y$ be the HCl fraction of the reactive gas, meaning HCl plus precursor without the carrier. Then $p_{\rm HCl}/p_{\rm pre}=y/(1-y)$, and exponentiation gives

$$\frac{x\,y}{(1-x)(1-y)}=K. \tag{1}$$

Total pressure and carrier gas do not appear. Pumping the same mixture to a lower pressure does not shift this equilibrium. A lower ratio of HCl to precursor does.

## The closed vessel

Put $\phi$ precursors per site into a closed vessel. When a fraction $x$ of the sites has reacted, $x$ molecules of HCl and $\phi-x$ of precursor are present per site. Their ratio is $x/(\phi-x)$, so equation (1) becomes

$$\frac{x^2}{(1-x)(\phi-x)}=K
\quad\Rightarrow\quad
\phi=x+\frac{x^2}{K(1-x)} . \tag{2}$$

For one precursor per site, $\phi=1$, the left side is $[x/(1-x)]^2$. Hence $x=\sqrt K/(1+\sqrt K)=0.073$: the reaction stops at 7%. For $x=0.99$, equation (2) gives about 16,000 precursors per site. The factor $1/(1-x)$ makes the last few per cent very expensive, because all the HCl already made remains available for the reverse reaction.

## What continual removal changes

Now feed $F$ precursor molecules per second to $N$ sites in a stirred reactor. Each exchange consumes one reactive gas molecule and makes one, so in steady flow $F$ reactive molecules also leave per second, of which $Fy$ are HCl. If the gas stored in the chamber is neglected, every HCl molecule leaving records one converted site:

$$N\frac{dx}{dt}=Fy .$$

Since $d\phi=F\,dt/N$, this is $dx/d\phi=y$.

The forward rate per site and per unit of $\phi$ is $D(1-x)(1-y)$: it needs an unconverted site and a precursor. The reverse rate is proportional to $xy$. Its coefficient must be $D/K$, so that the two rates balance when equation (1) holds. Therefore

$$y=D\left[(1-x)(1-y)-\frac{xy}{K}\right].$$

Collect the terms containing $y$:

$$y\left[1+D(1-x)+\frac{Dx}{K}\right]=D(1-x).$$

Divide by $yD(1-x)$:

$$\frac1y=\frac{d\phi}{dx}=1+\frac1{D(1-x)}+\frac{x}{K(1-x)} . \tag{3}$$

The integrals from zero to $x$ are $\int dx/(1-x)=L$ and, because $x/(1-x)=1/(1-x)-1$, $\int x\,dx/(1-x)=L-x$. Their sum is the opening result.

Two limits show what removal buys when the $1/K$ term dominates. At small $x$, $L-x\approx x^2/2$, while the closed vessel needs $x^2$; the saving is a factor of two. In the example that term does not dominate at small $x$: below $x\approx2K/D\approx0.05$ the $L/D$ term makes the flow dearer than an equilibrated closed vessel, and the full ratio reaches two only near $x=0.34$, beyond which it keeps rising. Near completion the flow cost grows as $\ln[1/(1-x)]$, while the closed cost grows as $1/(1-x)$. Removal matters most for the last sites.

For any positive $K$ and $D$, each $x<1$ is reached with a finite feed, provided that the feed contains no HCl. Completion itself, $x=1$, needs an infinite feed.

The same effect appears if a fixed amount of precursor is split into doses, each brought to equilibrium and pumped away. With 591.6 precursors per site in total, the conversions are:

| Doses | $x$ |
|---:|---:|
| 1 | 0.816 |
| 10 | 0.976 |
| 100 | 0.989 |
| 10,000 | 0.990 |

The precursor and $K$ are the same in every row; the number of removals is what changes. Ten doses already secure most of the gain.

## How large the cost is

The example has 10 sccm of precursor in a total flow of 200 sccm at 1 Torr, so the precursor pressure is 0.05 Torr. The coated wall area is 0.02 m², made of two plates 0.10 m square and 10 mm apart, and there are 3 sites per nm², hence $N=6.0\times10^{16}$. The feed is $4.48\times10^{18}$ molecules per second, or 74.6 per site per second.

If a precursor striking an unconverted surface reacts with probability $s=10^{-3}$, kinetic theory gives

$$D=\frac{s\,p_{\rm pre}A}{F\sqrt{2\pi m_{\rm pre}kT}}=0.238,$$

where $A$ is the wall area. For $x=0.99$, $L=4.605$ and

$$\phi=0.99+\frac{4.605}{0.238}+\frac{4.605-0.99}{6.12\times10^{-3}}
\approx0.99+19.4+590.6=611 .$$

The time is $611/74.6=8.2$ s. Return attack accounts for nearly all of the cost. The closed vessel needs 26 times as much precursor.

The reverse rate must also be physically possible. Let HCl react with probability $s_r$ when it strikes a fully converted surface. Collision rates vary as $p/\sqrt m$, so balance requires

$$\frac{s(1-x)p_{\rm pre}}{\sqrt{m_{\rm pre}}}=\frac{s_r\,x\,p_{\rm HCl}}{\sqrt{m_{\rm HCl}}}.$$

Using $xp_{\rm HCl}/[(1-x)p_{\rm pre}]=K$ gives $s_r=(s/K)\sqrt{m_{\rm HCl}/m_{\rm pre}}=0.072$, which is below one as it must be.

With the entropies, flows and $s$ held fixed, the enthalpy changes the cost as follows:

| $\Delta H$ (eV) | $K$ | Precursors per site | Time (s) |
|---:|---:|---:|---:|
| 0.00 | 0.0168 | 235 | 3.1 |
| 0.05 | 0.0061 | 611 | 8.2 |
| 0.10 | 0.0022 | 1646 | 22.1 |

The cost therefore rises steeply with the enthalpy. Each additional 0.05 eV, about one $kT$, multiplies the dominant term by $e^{0.05/0.0494}\approx2.75$. At 0.10 eV, $s_r$ is already 0.197. It would reach one near $0.10+0.0494\ln(1/0.197)\approx0.18$ eV, so beyond that point $s$ could not remain at $10^{-3}$.

## A step for which entropy does drive the reaction

A bound group can react with a neighbouring hydroxyl:

$$\mathrm{OTiCl_3(s)+OH(s)\rightleftharpoons O_2TiCl_2(s)+HCl(g)} .$$

This releases a gas molecule without consuming one. If the lost modes are the same as before and all other surface modes are unchanged, $T\Delta S=1.224-0.339=0.885$ eV. Treating each pair as a two-state unit with converted fraction $x$, equilibrium requires

$$\frac{x}{1-x}=e^{\Delta S/k-\Delta H/kT}\,\frac{p^\circ}{p_{\rm HCl}} .$$

Taking logarithms and solving for the enthalpy gives

$$\Delta H=T\Delta S+kT\ln\frac{p^\circ}{p_{\rm HCl}}-kT\ln\frac{x}{1-x}.$$

At 0.05 Torr of HCl, 99% conversion is still possible at equilibrium for $\Delta H$ up to 1.13 eV. Here low absolute HCl pressure helps, unlike in the first exchange. The estimate is probably generous, since closing a ring should stiffen soft surface modes, and it says nothing about the barrier or about whether a neighbouring hydroxyl is within reach.

## Comparison with real reactors

The temperature, pressure and chemistry lie in the regime of titanium dioxide growth from TiCl₄ and water. The calculated 8 s is long: on flat substrates, precursor pulses of about a second can suffice. The model cannot say whether a real surface has a more favourable $K$, gains from bridging, or saturates before all its hydroxyls react; bulky chloride groups can block sites. Indeed, 99% of 3 sites per nm² as TiCl₃ means 8.9 chlorine atoms per nm², about the density of a close-packed chlorine layer (8.8–9.4 per nm² for radii of 0.181–0.175 nm), so the independent-site target lies at the steric limit. The assumption most clearly broken by the example's own geometry is perfect stirring. Its Péclet number, the ratio of carrying by flow to diffusion along the reactor, is $0.10^2/(0.0188\times0.0157)\approx34$ for a length of 0.10 m, a residence time of 18.8 ms and an estimated TiCl₄ diffusivity of 0.0157 m²/s in nitrogen. This corresponds roughly to 17 stirred tanks in series. That lowers the feed for a mean conversion of 99% from 611 to 210 precursors per site, or 2.8 s. The last tank reaches 99% at 271 per site. In the tank model, HCl released in one tank can attack there and downstream, but not upstream. These figures are somewhat low, because the lighter HCl diffuses faster, at about 0.042 m²/s, which gives it a Péclet number near 13. With axial diffusion of each gas at its own rate, the mean reaches 99% at about 260 per site, or 3.5 s, and the outlet at about 320. Adding the laminar velocity profile and diffusion across the gap raises these to about 270 per site, or 3.6 s, and about 340.

Other omissions work in both directions:

- **Repulsion between products.** A mean-field penalty rising to 0.05 eV at full coverage increases the stirred-tank cost to about 1460 per site.
- **Soft modes.** With $\Delta H$ held fixed, treating the 20 cm⁻¹ torsion as a free rotor multiplies $K$ by 1.87 and divides the return term by the same factor. That is the zero-barrier limit: a 20 cm⁻¹ threefold torsion implies a barrier of about $3kT$, and the hindered rotor then gives 1.25.
- **Stored gas.** Including the chamber's gas content, 1.4 reactive molecules per site, raises 611 to 619.

The guessed soft surface modes matter most. At fixed $\Delta H$, replacing the modes at 50, 50 and 20 cm⁻¹ by 100, 100 and 50 cm⁻¹ lowers $K$ tenfold and raises the stirred-tank cost from 611 to about 5900 per site. Other guessed modes add to this. Lowering the hydroxyl torsion from 300 to 130 cm⁻¹ multiplies $K$ by 0.44, and making it a free rotor by about 0.3; halving or doubling the 200 cm⁻¹ pair multiplies $K$ by 3.9 or 0.27. Even for a known $\Delta H$, the absolute dose is therefore uncertain by an order of magnitude or more.

## What to do about it

**Count precursor per site before counting seconds.** At fixed total flow, pressure and temperature, $p_{\rm pre}$ is proportional to $F$, so $D$ does not change with $F$. In this model, doubling the precursor feed then halves the time but leaves the required amount unchanged, apart from the small stored-gas term, which roughly doubles.

**Do not expect carrier gas alone to complete this step.** It sweeps out HCl and precursor together and leaves their ratio unchanged. At fixed precursor feed and total pressure, more carrier also lowers $p_{\rm pre}$ and hence $D$. In a reactor that is not well stirred it reduces back-mixing as well; in the example the two effects nearly cancel, and doubling the total flow moves the mean cost from about 260 to about 250 per site with axial diffusion alone, and from 271 to 274 once the laminar profile and diffusion across the gap are included. For the first exchange, HCl must be replaced by precursor.

**Keep HCl out of the feed.** If a fraction $\varepsilon$ of the reactive feed is HCl, the final state has $y=\varepsilon$, and equation (1) gives

$$\frac{x}{1-x}=\frac{K(1-\varepsilon)}{\varepsilon}
\quad\Rightarrow\quad
\varepsilon=\frac{K}{K+x/(1-x)} .$$

For $x=0.99$ this is $6.2\times10^{-5}$. At that impurity level 99% is the ceiling, approached only after a very long feed, so the working level must be lower. Moisture in a TiCl₄ line matters for this reason, because hydrolysis makes HCl.

**A clean purge reverses little, if no new HCl forms.** At the end of the dose, equation (3) gives $y=6.0\times10^{-5}$. The HCl left in the stirred chamber is then $1.40\times6.0\times10^{-5}\approx8\times10^{-5}$ per site. Even if all of it reacted, the conversion would fall by less than 0.01 percentage point. This bound excludes HCl that desorbs later from cold walls or dead volumes. It also excludes HCl made by bridging of the leftover hydroxyls. In the stirred example such HCl attacks again before leaving with probability $(Dx/K)/(1+Dx/K)\approx0.975$, which frees TiCl₄ and restores a hydroxyl that can bridge again. If each leftover hydroxyl bridges at 0.1 s⁻¹, about 0.1 percentage point of the titanium is lost in the first second; at 1 s⁻¹ the loss is about 0.95 point. These two figures assume that bridging begins only with the purge. If it also runs during the dose, irreversibly and at a rate proportional to both the hydroxyl and the TiCl₃ fractions, the hydroxyls fall to 1% after about 560 precursors per site at 0.1 s⁻¹ and about 330 at 1 s⁻¹. Only 86% and 45% of the sites then carry TiCl₃, and the losses in the first second of purge are about 0.08 and 0.4 point. The cost of 611 per site for 99% TiCl₃ therefore requires bridging much slower than 0.1 s⁻¹.

**Expect little from modest heating.** The van 't Hoff relation gives $d\ln K/d\ln T=\Delta H/kT=0.05/0.0494\approx1$. For this $\Delta H$, a small rise in absolute temperature therefore raises $K$ by about the same percentage, and by about twice that at 0.10 eV. Heating by 50 K lowers the stirred-tank cost from 611 to about 560 per site. Changes of hydroxyl density and of bridging with temperature lie outside the model. Making the flow less mixed saves much more precursor in this example. Dividing the dose saves precursor compared with a single closed dose, but at best it approaches the cost of the stirred flow with fast kinetics, $x+(L-x)/K\approx592$ per site; ten equal doses need about 800 per site for 99%.

## Numbers as computed

```
temperature 573 K, kT = 0.0494 eV
bond lengths HCl, Ti-Cl: 0.13, 0.22 nm
new surface modes (cm^-1): [700, 200, 200, 50, 50, 20]
lost modes (cm^-1): [450, 130, 130, 3700, 900, 300]
T*S of HCl gas at 1 bar: 1.224 eV
T*S of precursor translation+rotation: 1.783 eV
T*S of new surface modes: 0.696 eV
T*S of lost modes: 0.339 eV
reaction entropy: -4.08 k_B; T*dS = -0.202 eV
dH = 0.05 eV, dG = 0.252 eV, K = 6.121e-03
HCl kept on surface (five 100 cm^-1 modes): x = 1.1e-12
precursor pressure 0.050 Torr of 1.0 Torr
precursor flow 10 sccm, total 200 sccm
wall area 0.020 m^2, gap 10 mm, length 100 mm
sites 6.00e+16, feed 4.478e+18 molecules/s
feed per site per second: 74.6 1/s
forward reaction probability 1.0e-03, D = 0.238
HCl return probability: 0.072
closed vessel, one precursor per site: x = 0.0726
target conversion 0.99, L = 4.605
flow terms: 0.99 + 19.4 + 590.6 per site
flow total: 611.0 precursors per site, time 8.19 s
closed vessel for same x: 16013 per site
closed/flow precursor ratio: 26.2
split of 591.6 precursors per site into equilibrated doses:
  1 doses: x = 0.8159
  10 doses: x = 0.9763
  100 doses: x = 0.9887
  10000 doses: x = 0.9900
dH (eV), K, precursors per site, time (s), HCl return probability:
  0.00  1.68e-02  235  3.1  0.026
  0.05  6.12e-03  611  8.2  0.072
  0.10  2.22e-03  1646  22.1  0.197
gas hold-up: 1.40 precursors per site
flow total with hold-up: 619.4 per site
diffusivity 0.0157 m^2/s, residence time 18.8 ms
diffusion time across gap: 6.4 ms
Peclet number 33.9, tanks in series 17
series, mean at target: 210.1 per site, 2.81 s
series, last tank at target: 271.2 per site, 3.63 s
repulsion 0.05 eV at full coverage: 1456 per site
free rotor instead of 20 cm^-1 mode: K times 1.87
HCl fraction of reactive gas at target: 6.03e-05
largest purge reversal (HCl left per site): 8.5e-05
HCl feed impurity that caps x at target: 6.18e-05
bridging step entropy: 17.93 k_B, T*dS = 0.885 eV
bridging: largest dH for target at 0.050 Torr HCl: 1.13 eV
```
